# Image-force lowering of a Schottky barrier in a depletion field, part 1

(Sections cited here and not found follow in the second part.)

## I. The barrier top near the metal

An n-type semiconductor fills the half-space $x>0$ and touches a planar metal at $x=0$. Its donors, of uniform density $N$, are all ionised. Near the metal the conduction electrons have been driven out, and the positive donor charge left behind bends the conduction-band edge upwards towards the interface. An electron crossing this region also polarises the metal and is attracted by the charge it induces there. The attraction rounds off the barrier and lowers its top. The problem is to find by how much, and how the reduction depends on the doping and on the band bending.

The algebra is in atomic units: the elementary charge, the electron mass, $\hbar$ and $4\pi\varepsilon_0$ are all equal to one. The electron has charge $-1$, so its potential energy in an electrostatic potential $\phi$ is $-\phi$. Numbers are given in electronvolts and angstroms.

Two relative permittivities appear. The static one, $\varepsilon_s$, governs the field of the fixed donors. The other, $\varepsilon_i$, governs the interaction of the moving electron with the charge it induces in the metal. If the lattice has time to follow the electron, $\varepsilon_i=\varepsilon_s$. If it has not, the lattice part of the screening is missing and $\varepsilon_i$ is smaller. Keeping the two apart costs nothing in the algebra.

### (a) The image energy

**Question.** An electron is held at a distance $x$ from the metal, in a medium of permittivity $\varepsilon_i$. Find the force on it and its potential energy, taking the energy to be zero far from the metal. May this energy simply be added to the energy of the electron in the field of the donors?

**Solution.** The metal is treated as an ideal conductor, so the potential must be constant on the plane, and this constant may be set to zero. Let $z$ be the distance of a field point from the plane and $\rho$ its distance from the normal that passes through the electron. The potential

$$\phi(z,\rho)=-\frac{1}{\varepsilon_i}\left[\frac{1}{\sqrt{(z-x)^2+\rho^2}}-\frac{1}{\sqrt{(z+x)^2+\rho^2}}\right]$$

has the singularity of a charge $-1$ at $z=x$, has no other source in $z>0$, and vanishes at $z=0$ because the two roots are then equal. It also vanishes at infinity. These properties determine the potential in the half-space uniquely. The second term is the potential of a fictitious charge $+1$ at the mirror point, the image charge.

The force follows from the field on the metal surface. At $z=0$ the derivative of the first fraction with respect to $z$ is $x/(x^2+\rho^2)^{3/2}$, and that of the second is $-x/(x^2+\rho^2)^{3/2}$. The bracket therefore has the derivative $2x/(x^2+\rho^2)^{3/2}$. The normal field is $E=-\partial\phi/\partial z$, and the two minus signs cancel:

$$E(\rho)=\frac{2x}{\varepsilon_i\,(x^2+\rho^2)^{3/2}} .$$

A field $E$ at the surface of a conductor pulls the surface outwards with the stress $\varepsilon_iE^2/(8\pi)$. This is the surface charge $\varepsilon_iE/(4\pi)$ per area times the mean, $E/2$, of the fields on its two sides. Integrating over rings of area $2\pi\rho\,d\rho$ gives the total pull:

$$\int_0^\infty \frac{\varepsilon_i}{8\pi}\,\frac{4x^2}{\varepsilon_i^2(x^2+\rho^2)^3}\,2\pi\rho\,d\rho
=\frac{x^2}{\varepsilon_i}\int_0^\infty\frac{\rho\,d\rho}{(x^2+\rho^2)^3}.$$

The last integrand is the derivative of $-\tfrac14(x^2+\rho^2)^{-2}$, so the integral equals $1/(4x^4)$. The metal is drawn towards the electron with the force $1/(4\varepsilon_ix^2)$, and by the equality of action and reaction the electron is drawn towards the metal with the same force. This is the Coulomb force between unit charges a distance $2x$ apart.

The force on the electron points towards smaller $x$, so $-dU_i/dx=-1/(4\varepsilon_ix^2)$, where $U_i$ is its energy. Integration with $U_i(\infty)=0$ gives

$$U_i(x)=-\frac{1}{4\varepsilon_i x}.$$

Two fixed charges $-1$ and $+1$ at the distance $2x$ would have the energy $-1/(2\varepsilon_ix)$, which is twice as large. The difference arises because the image is not fixed. When the electron is brought in from infinity, the image approaches as well, and at each stage the force is that for the current distance. A numerical integration of the surface stress, followed by integration over the path, confirms the coefficient $1/4$.

To see whether the energies add, consider a set of charges $q_j$ in front of the metal, with a single permittivity. Let $G_{jk}$ be the potential at charge $j$ due to a unit charge at $k$ together with the charge this induces in the metal. The electrostatic energy is a quadratic form in the charges, $\tfrac12\sum_{j,k}q_jq_kG_{jk}$, where for $j=k$ the potential of the induced charge alone is kept. A given electron appears in two kinds of term. Its products with the other charges occur twice, which removes the factor $\tfrac12$. They give the electron's charge times the ordinary potential of the donors and of the metal charge belonging to them. Its product with itself occurs once and retains the factor $\tfrac12$. This is the energy $U_i$ found above.

The two energies therefore add, without double counting. For $\varepsilon_i\neq\varepsilon_s$ the same sum is used as a model: the donor field is static and fully screened, whereas the electron's own induced charge is screened by the faster part of the response.

### (b) The depletion field

**Question.** Leave out the image energy. Assume that the semiconductor contains no mobile electrons for $0<x<W$ and is neutral for $x>W$. Let $V$ be the height of the band edge at the interface above its value in the bulk. Find the band edge $E_C(x)$, the width $W$, and the slope at the interface in terms of $N$ and $V$.

**Solution.** The charge density in the layer is $+N$. Poisson's equation is $\phi''=-4\pi N/\varepsilon_s$, and since the band edge follows the electron energy $-\phi$,

$$E_C''(x)=\frac{4\pi N}{\varepsilon_s}\qquad(0<x<W).$$

The zero of energy is put at the band edge in the bulk. The neutral bulk carries no field, and neither the potential nor the field jumps at $x=W$, because there is no surface charge there. Hence $E_C(W)=0$ and $E_C'(W)=0$. Integrating once and then again from $W$ gives

$$E_C'(x)=-\frac{4\pi N}{\varepsilon_s}(W-x),\qquad
E_C(x)=\frac{2\pi N}{\varepsilon_s}(W-x)^2 .$$

At the interface $E_C(0)=V$, and this fixes the width:

$$V=\frac{2\pi NW^2}{\varepsilon_s},\qquad W=\sqrt{\frac{\varepsilon_sV}{2\pi N}} .$$

Let $F=-E_C'(0)$ be the downward slope of the band edge at the metal. It is a positive quantity, equal to the magnitude of the force on the electron there:

$$F=\frac{4\pi NW}{\varepsilon_s}=\frac{2V}{W}.$$

The second form follows on dividing the first by $V=2\pi NW^2/\varepsilon_s$. Squaring the first form and inserting $W^2$ removes the width:

$$F^2=\frac{16\pi^2N^2}{\varepsilon_s^2}\,\frac{\varepsilon_sV}{2\pi N}=\frac{8\pi NV}{\varepsilon_s}.$$

The slope grows as the square root of both $N$ and $V$. More bending uncovers more donors, but the layer also becomes wider, so the slope grows more slowly than the bending. An explicit sum over thin sheets of donor charge reproduces both $F$ and $V$.

The band bending is set by the contact and by the bias. Let $\Phi$ be the height of the unlowered band edge at the interface above the Fermi level of the metal, $\xi$ the height of the bulk band edge above the bulk Fermi level, and $V_b$ the forward bias expressed as an energy. Forward bias raises the bulk Fermi level by $V_b$ relative to that of the metal, so the bulk band edge lies $V_b+\xi$ above the metal's Fermi level. Therefore $V=\Phi-\xi-V_b$. Reverse bias, $V_b<0$, increases the bending.

### (c) The top of the barrier in a uniform field

**Question.** Close to the metal the band edge may be replaced by the straight line $V-Fx$. Add the image energy. Where is the top of the barrier, and how far does it lie below $V$?

**Solution.** The energy of the electron is

$$U(x)=V-Fx-\frac{1}{4\varepsilon_ix}.$$

The amount by which it lies below $V$ is $D(x)=Fx+1/(4\varepsilon_ix)$. The top of the barrier is the minimum of $D$, which can be found by completing a square:

$$D(x)=\left(\sqrt{Fx}-\frac{1}{2\sqrt{\varepsilon_ix}}\right)^2+\sqrt{\frac{F}{\varepsilon_i}} .$$

On expanding the square, the mixed term is $-2\sqrt{Fx}\,/(2\sqrt{\varepsilon_ix})=-\sqrt{F/\varepsilon_i}$, which the added constant cancels. The square is never negative, and it vanishes when $Fx=1/(4\varepsilon_ix)$. The position $x_0$ of the top and the reduction $\Delta_0$ are therefore

$$x_0=\frac{1}{2\sqrt{\varepsilon_iF}},\qquad \Delta_0=\sqrt{\frac{F}{\varepsilon_i}} .$$

At the top the two terms of $D$ are equal. Half of the reduction is image energy. The other half arises because the top has moved a distance $x_0$ down the slope. Hence $\Delta_0=2Fx_0$, a relation that will be useful below.

The reduction grows with the field because a steeper slope lowers the energy at every distance from the metal. The top also moves towards the metal, with $x_0\propto F^{-1/2}$, so the drop down the slope, $Fx_0$, grows only as $F^{1/2}$. The image part, $1/(4\varepsilon_ix_0)$, grows in the same proportion.

Near $x=0$ the expression for $U$ tends to minus infinity. The classical image energy cannot be trusted at atomic distances from the surface, but the barrier top depends only weakly on that region as long as $x_0$ is much larger than such distances. Suppose, for instance, that the image energy is measured from a plane at $x=d$ instead of $x=0$. Writing $Fx=F(x-d)+Fd$ shows that the reduction changes by $Fd$, which is the fraction $d/(2x_0)$ of $\Delta_0$. For the example in (d), a displacement of 1 Å changes the reduction by about 3%.

### (d) Doping and band bending

**Question.** Combine the results of (b) and (c). How does the reduction depend on $N$ and $V$? Write the result in SI form as well, and evaluate it for $N=10^{-7}$ Å$^{-3}$, $V=0.5$ eV and $\varepsilon_s=\varepsilon_i=10$. These are round model parameters. What changes if the bias is held fixed instead of $V$?

**Solution.** The reduction contains the square root of the slope, and the slope is itself a square root:

$$\Delta_0=\frac{1}{\sqrt{\varepsilon_i}}\left[\left(\frac{8\pi NV}{\varepsilon_s}\right)^{1/2}\right]^{1/2}
=\left(\frac{8\pi NV}{\varepsilon_s\varepsilon_i^2}\right)^{1/4}.$$

This is the fourth-root law. One square root comes from the depletion layer, whose field rises as $\sqrt{NV}$. The other comes from the balance between that field and the image force. At fixed $N$ and $V$ the reduction varies as $\varepsilon_s^{-1/4}\varepsilon_i^{-1/2}$, so it is more sensitive to the screening of the image force than to the static screening of the donors.

To restore the units, let $k=e^2/(4\pi\varepsilon_0)$, an energy times a length. Every Coulomb interaction acquires one factor $k$. The slope then obeys $F^2=8\pi kNV/\varepsilon_s$, and the image energy $-k/(4\varepsilon_ix)$ leads to $\Delta_0^2=kF/\varepsilon_i$. Squaring the latter gives

$$\Delta_0^4=\frac{8\pi k^3NV}{\varepsilon_s\varepsilon_i^2}
=\frac{e^6NV}{8\pi^2\varepsilon_0^3\,\varepsilon_s\varepsilon_i^2},$$

because $k^3=e^6/(64\pi^3\varepsilon_0^3)$. Here $V$ and $\Delta_0$ are still energies.

In electronvolts and angstroms the constant is $k=14.40$ eV Å. For the stated parameters the depletion width is

$$W=\sqrt{\frac{\varepsilon_sV}{2\pi kN}}=\sqrt{\frac{10\times0.5}{2\pi\times14.40\times10^{-7}}}=743.4\ \text{Å}.$$

The slope is $F=2V/W=1.000/743.4=1.345\times10^{-3}$ eV/Å. The top lies at

$$x_0=\frac12\sqrt{\frac{k}{\varepsilon_iF}}=\frac12\sqrt{\frac{14.40}{10\times1.345\times10^{-3}}}=16.4\ \text{Å},$$

and the reduction is

$$\Delta_0=2Fx_0=2\times1.345\times10^{-3}\times16.36=0.0440\ \text{eV},$$

or $1.617\times10^{-3}$ hartree. Each of the two equal parts contributes $0.0220$ eV. The top is much closer to the metal than the edge of the depletion layer, which is the condition for using a straight line in (c).

The exponent $1/4$ in $N$ refers to a fixed band bending. At fixed bias and fixed $\Phi$, the relation $V=\Phi-\xi-V_b$ makes $V$ depend on $N$ through $\xi$. For a non-degenerate semiconductor at temperature $T$, with $k_B$ Boltzmann's constant, $N$ is proportional to $e^{-\xi/k_BT}$, so that $d\xi/d\ln N=-k_BT$ and $dV/d\ln N=k_BT$. Differentiating $\ln\Delta_0=\tfrac14\ln N+\tfrac14\ln V+\text{const}$ then gives

$$\left.\frac{d\ln\Delta_0}{d\ln N}\right|_{\text{fixed bias}}=\frac14\left(1+\frac{k_BT}{V}\right).$$

At 300 K, where $k_BT=0.02585$ eV, this is $0.25\times(1+0.0517)=0.263$. The fourth root in $N$ is thus approached at fixed bias when the band bending is large compared with $k_BT$.

## II. Curvature, thermal electrons and the limits of the law

The second half uses these symbols and results. The donor density is $N$, and $V$ is the band bending without the image energy, measured from the bulk band edge. The static permittivity is $\varepsilon_s$, and $\varepsilon_i$ screens the image force. The depletion layer has the width $W=\sqrt{\varepsilon_sV/(2\pi N)}$, and its band edge is $V(1-x/W)^2$, with the downward slope $F=2V/W=\sqrt{8\pi NV/\varepsilon_s}$ at the metal. The image energy is $-1/(4\varepsilon_ix)$. With a straight band edge the top lies at $x_0=1/(2\sqrt{\varepsilon_iF})$, and the barrier reduction is

$$\Delta_0=\sqrt{F/\varepsilon_i}=2Fx_0=\left(\frac{8\pi NV}{\varepsilon_s\varepsilon_i^2}\right)^{1/4}.$$

The example has $N=10^{-7}$ Å$^{-3}$, $V=0.5$ eV and $\varepsilon_s=\varepsilon_i=10$, which gives $W=743.4$ Å, $x_0=16.36$ Å and $\Delta_0=0.04401$ eV.

### (e) The full parabola

**Question.** Keep the whole parabolic band edge. Find the condition for the position of the top and express the reduction $\Delta$ through that position. When does a top exist, and when does it stand above the band edge of the bulk?

**Solution.** Measure distances in units of the depletion width, $u=x/W$, and compare the image energy at $x=W$ with the band bending by defining

$$\delta=\frac{1}{4\varepsilon_iWV}.$$

The energy of the electron in the layer is then

$$U=V\left[(1-u)^2-\frac{\delta}{u}\right],\qquad
\frac{dU}{du}=V\left[-2(1-u)+\frac{\delta}{u^2}\right]=\frac{V}{u^2}\left[\delta-g(u)\right],$$

with $g(u)=2u^2(1-u)$. The stationary points satisfy $g(u)=\delta$.

The derivative $g'(u)=4u-6u^2=2u(2-3u)$ shows that $g$ rises from zero at $u=0$ to its maximum at $u=2/3$ and then falls to zero at $u=1$. The maximum is $2\times\tfrac49\times\tfrac13=\tfrac{8}{27}$. For $\delta<8/27$ there are two stationary points. To the left of the smaller root $g<\delta$ and $U$ rises. Between the roots $g>\delta$ and $U$ falls. The smaller root is therefore the top of the barrier, and the larger one is a minimum. For $\delta>8/27$ the energy rises throughout the layer and there is no top.

At the top, $\delta/u=2u(1-u)$. The reduction follows as

$$\frac{\Delta}{V}=1-\frac{U}{V}=1-(1-u)^2+\frac{\delta}{u}
=2u-u^2+2u-2u^2=4u-3u^2 .$$

In the example, direct numerical maximisation of $U$ puts the top at 16.54 Å, so $u=16.54/743.4=0.02225$. The formula gives $\Delta=0.5\times(0.08900-0.00149)=0.0438$ eV, in agreement with the height of the numerical top. The same agreement was tested for several other doping densities, band bendings and pairs of permittivities.

The top lies above the bulk band edge by

$$V-\Delta=V(1-4u+3u^2)=V(1-u)(1-3u).$$

This is positive for $u<1/3$. Since $g$ rises on this interval, the condition is equivalent to $\delta<g(1/3)=2\times\tfrac19\times\tfrac23=\tfrac{4}{27}$. To turn it into a condition on the band bending, insert $W$ into $\delta$:

$$\delta=\frac{1}{4\varepsilon_i}\sqrt{\frac{2\pi N}{\varepsilon_s}}\;V^{-3/2}.$$

Setting $\delta=4/27$ and solving for $V$ gives the limiting value

$$V_c=\left(\frac{27}{16\varepsilon_i}\right)^{2/3}\left(\frac{2\pi N}{\varepsilon_s}\right)^{1/3}.$$

For $V>V_c$ the top stands above the bulk edge. Because $\delta\propto V^{-3/2}$, doubling $\delta$ to $8/27$ requires $V$ to be smaller by the factor $2^{2/3}$. A top therefore ceases to exist at $V_c/2^{2/3}$.

In the example these two values are $0.0175$ eV and $0.0110$ eV. Both are smaller than $k_BT=0.0259$ eV at 300 K. The assumption of a sharply bounded, empty layer has then already failed, as part (g) will show, so the two values describe the mathematical model and are not predictions for a contact at that temperature. Their use is to show that the band bending of 0.5 eV is far from the region in which the image force would remove the barrier.

For a straight band edge the barrier reduction follows a fourth-root law in doping and band bending, and for the full parabola it has been expressed through the position of the top. It remains to find how accurate the fourth root is, and how thermal electrons at the edge of the layer and the discreteness of the donors affect it.

All numerical values are calculated from the stated model.
